# Pore radius from nitrogen condensation: Kelvin equation and adsorbed film: verification in Python

```python
# Result under test: a blind cylindrical pore fills with liquid nitrogen at
# relative pressure x = p/p0 when its radius is about r_p = r_K + t, where
#   r_K = a/L,  a = 2*gamma*V_L/(R*T),  L = ln(1/x)   (hemispherical meniscus)
#   t   = (C/L)**(1/3),  C = 5*(0.354 nm)**3          (Halsey film thickness)
# gamma: surface tension, V_L: liquid molar volume, p0: saturation pressure.
# A grand potential that keeps the wall's pull on the curved film
# (Derjaguin-Broekhoff-de Boer, DBdB) sizes the error of the simple sum.
# Lengths are in nm unless a name or comment says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

GAS = const.R
T = 77.35                # K, rough normal boiling point of nitrogen
P0 = const.atm           # Pa, saturation pressure at that temperature
GAMMA = 8.85e-3          # N/m, rough
VL = 34.7e-6             # m3/mol, rough
X = 0.70                 # relative pressure of the example
A = 2 * GAMMA * VL / (GAS * T) * 1e9    # nm
C = 5 * 0.354**3                        # nm3


def kelvin_radius(x):
    return A / np.log(1 / x)


def halsey(x):
    return 0.354 * (5 / np.log(1 / x))**(1 / 3)


def harkins_jura(x):
    return np.sqrt(0.1399 / (0.034 - np.log10(x)))


def pore_radius(x):
    return kelvin_radius(x) + halsey(x)


def meniscus_wall_radius(x):
    """Integrate the axisymmetric Young-Laplace shape out to a vertical slope."""
    curvature = GAS * T * np.log(1 / x) / (GAMMA * VL) * 1e-9   # 1/nm

    def shape(s, y):
        rho, phi = y
        return [np.cos(phi), curvature - np.sin(phi) / rho]

    def vertical(s, y):
        return y[1] - np.pi / 2
    vertical.terminal = True
    s0 = 1e-4
    sol = solve_ivp(shape, (s0, 100), [s0, curvature * s0 / 2],
                    events=vertical, rtol=1e-9, atol=1e-11)
    return sol.y_events[0][0][0]


def full_kelvin(x, virial=0.0, compressibility=0.0):
    """Core radius (nm) and liquid pressure (Pa) from integrals of v dp."""
    mu_vapour = quad(lambda p: GAS * T / p + virial, P0, x * P0)[0]

    def mismatch(p_liq):
        mu_liquid = quad(lambda p: VL * (1 - compressibility * (p - P0)),
                         P0, p_liq)[0]
        return mu_liquid - mu_vapour
    p_liq = brentq(mismatch, -5e7, P0, xtol=1e-3)
    return 2 * GAMMA / (x * P0 - p_liq) * 1e9, p_liq


def filling_cost(radius, core, x, c_film):
    """Grand potential, full minus film-lined pore, per length (scaled, nm2)."""
    L = np.log(1 / x)
    bulk = quad(lambda r: 2 * r * (L - c_film / (radius - r)**3), 0, core,
                epsabs=1e-11, epsrel=1e-11)[0]
    return bulk - A * core


def dbdb_radius(x):
    """Pore radius and film thickness at film/full equilibrium, closed form."""
    L = np.log(1 / x)

    def film(core):
        return (C / (L - A / (2 * core)))**(1 / 3)

    def balance(core):
        t = film(core)
        return A / core + C / ((core + t) * t**2) - L
    core = brentq(balance, kelvin_radius(x), 3 * kelvin_radius(x))
    return core + film(core), film(core)


def open_pore_radius(x):
    """Pore radius at which the film in an open-ended pore loses stability."""
    slope = np.sqrt(A / (6 * C))
    t = brentq(lambda u: C / u**3 + A / (2 * slope * u**2) - np.log(1 / x),
               0.2, 20)
    return t + slope * t**2


# --- Kelvin radius: meniscus shape, and chemical potentials by quadrature
for x in (0.5, 0.7, 0.9):
    assert abs(meniscus_wall_radius(x) / kelvin_radius(x) - 1) < 1e-5
    r_full = full_kelvin(x)[0]
    dropped = VL * P0 * (1 - x) / (GAS * T * np.log(1 / x))
    assert abs(r_full * (1 - dropped) / kelvin_radius(x) - 1) < 1e-6
    assert dropped < 0.01

# --- cylindrical surface: barrier top with no film force lies at r_K/2
top = minimize_scalar(lambda r: filling_cost(10.0, r, X, 0.0),
                      bounds=(0.1, 5), method="bounded",
                      options={"xatol": 1e-8}).x
assert abs(top / (kelvin_radius(X) / 2) - 1) < 1e-4


# --- dispersion attraction of a half-space falls as the cube of distance
def half_space(z):
    def layer(h):
        return quad(lambda q: 2 * np.pi * q / (q * q + h * h)**3, 0, np.inf)[0]
    return quad(layer, z, np.inf)[0]


assert abs(half_space(1.0) / half_space(2.0) - 8) < 1e-4

# --- flat film: minimum of its free energy is the Halsey thickness
for x in (0.5, 0.7, 0.9):
    flat = minimize_scalar(
        lambda t: np.log(1 / x) * t + quad(lambda u: C / u**3, t, np.inf)[0],
        bounds=(0.2, 4), method="bounded", options={"xatol": 1e-8}).x
    assert abs(flat / halsey(x) - 1) < 1e-4

# --- sensitivity to the relative pressure
slope_formula = (kelvin_radius(X) + halsey(X) / 3) / (X * np.log(1 / X))
slope_numeric = (pore_radius(X + 1e-5) - pore_radius(X - 1e-5)) / 2e-5
assert abs(slope_formula / slope_numeric - 1) < 1e-6
assert np.all(np.diff(pore_radius(np.linspace(0.3, 0.95, 200))) > 0)


# --- film force kept: direct minimization against the closed form
def best_film_cost(radius):
    res = minimize_scalar(lambda t: -filling_cost(radius, radius - t, X, C),
                          bounds=(0.5, 1.45), method="bounded",
                          options={"xatol": 1e-8})
    return -res.fun


R_DBDB, T_DBDB = dbdb_radius(X)
R_direct = brentq(best_film_cost, 3.3, 6.0, xtol=1e-8)
assert abs(R_direct / R_DBDB - 1) < 1e-5


# --- open-ended pore: direct search for the loss of film stability
def stability_gap(radius):
    res = minimize_scalar(lambda t: C / t**3 + A / (2 * (radius - t)),
                          bounds=(0.3, radius - 0.1), method="bounded",
                          options={"xatol": 1e-9})
    return res.fun - np.log(1 / X)


R_OPEN = open_pore_radius(X)
assert abs(brentq(stability_gap, 2.0, 6.0) / R_OPEN - 1) < 1e-5

# --- the simple sum is always low here, relatively less so at high x
shortfall = [1 - pore_radius(x) / dbdb_radius(x)[0] for x in (0.5, 0.7, 0.9)]
assert shortfall[0] > shortfall[1] > shortfall[2] > 0

# --- sizes of the neglected effects for the example
SIGMA, EPS = 0.37e-9, 95.0       # m and K, rough Lennard-Jones nitrogen


def mayer(s):
    return (np.exp(-4 * EPS / T * (s**-12 - s**-6)) - 1) * s * s


mayer_sum = quad(mayer, 0.5, 3, limit=200)[0] + quad(mayer, 3, 40, limit=200)[0]
VIRIAL = -2 * np.pi * const.N_A * SIGMA**3 * (mayer_sum - 0.5**3 / 3)
KAPPA = 3e-9                     # 1/Pa, rough liquid compressibility
DELTA = 0.05                     # nm, assumed size of the Tolman length
H_VAP = 5.6e3                    # J/mol, rough heat of vaporization
rk, t, rp = kelvin_radius(X), halsey(X), pore_radius(X)
r_plain, p_liquid = full_kelvin(X)
shift_virial = full_kelvin(X, virial=VIRIAL)[0] - r_plain
shift_kappa = full_kelvin(X, compressibility=KAPPA)[0] - r_plain
tolman = [brentq(lambda r: r - rk * (1 - 2 * d / r), 0.6 * rk, 2 * rk) - rk
          for d in (DELTA, -DELTA)]
x_warm = X * np.exp(-H_VAP * 0.1 / (GAS * T**2))
shift_warm = pore_radius(x_warm) - rp
assert R_DBDB - rp > max(abs(v) for v in
                         [shift_virial, shift_kappa, shift_warm] + tolman)

print(f"temperature: {T:.2f} K")
print(f"saturation pressure p0: {P0/1e3:.1f} kPa")
print(f"surface tension: {GAMMA*1e3:.2f} mN/m")
print(f"liquid molar volume: {VL*1e6:.1f} cm3/mol")
print(f"gas constant: {GAS:.4f} J/(mol K)")
print(f"RT: {GAS*T:.1f} J/mol")
print(f"length a = 2 gamma V_L/(RT): {A:.4f} nm")
print(f"film constant C: {C:.4f} nm3")
print(f"relative pressure x: {X:.2f}")
print(f"L = ln(1/x): {np.log(1/X):.4f}")
print(f"Kelvin core radius r_K: {rk:.3f} nm")
print(f"Halsey film thickness t: {t:.3f} nm")
print(f"pore radius r_p = r_K + t: {rp:.3f} nm")
print(f"pore diameter: {2*rp:.2f} nm")
print(f"pore radius in angstrom: {10*rp:.1f} A")
print(f"film share of pore section: {100*(1-(rk/rp)**2):.1f} %")
print(f"error if film is left out: {100*(rk/rp-1):.1f} %")
print(f"liquid pressure: {p_liquid/1e6:.2f} MPa")
print(f"slope dr_p/dx: {slope_formula:.2f} nm")
print(f"r_p change for 0.01 in x: {0.01*slope_formula:.3f} nm")
print("table: x, r_K, t, r_p, DBdB radius (nm), r_p shortfall (%)")
for x, low in zip((0.5, 0.7, 0.9), shortfall):
    print(f"  {x:.2f} {kelvin_radius(x):.3f} {halsey(x):.3f} "
          f"{pore_radius(x):.3f} {dbdb_radius(x)[0]:.3f} {100*low:.1f}")
print(f"DBdB pore radius, blind pore: {R_DBDB:.3f} nm")
print(f"DBdB pore diameter: {2*R_DBDB:.2f} nm")
print(f"DBdB film thickness: {T_DBDB:.3f} nm")
print(f"DBdB core radius: {R_DBDB-T_DBDB:.3f} nm")
print(f"shift from film force: {R_DBDB-rp:+.3f} nm")
print(f"open pore, factor-1 core radius: {rk/2:.3f} nm")
print(f"open pore, factor-1 sum: {rk/2+t:.3f} nm")
print(f"open pore, film stability limit: {R_OPEN:.3f} nm")
print(f"second virial coefficient (LJ): {VIRIAL*1e6:.0f} cm3/mol")
print(f"shift from vapour non-ideality: {shift_virial:+.3f} nm")
print(f"shift from dropped pressure term: {r_plain-rk:+.3f} nm")
print(f"assumed liquid compressibility: {KAPPA*1e9:.1f} 1/GPa")
print(f"shift from compressibility: {shift_kappa:+.3f} nm")
print(f"assumed Tolman length size: {DELTA:.2f} nm")
print(f"shift, Tolman length positive: {tolman[0]:+.3f} nm")
print(f"shift, Tolman length negative: {tolman[1]:+.3f} nm")
print(f"Harkins-Jura thickness: {harkins_jura(X):.3f} nm")
print(f"shift from Harkins-Jura curve: {harkins_jura(X)-t:+.3f} nm")
print(f"heat of vaporization: {H_VAP/1e3:.1f} kJ/mol")
print(f"true x if sample is 0.1 K warmer: {x_warm:.4f}")
print(f"shift from 0.1 K warmer sample: {shift_warm:+.3f} nm")
print("all assertions hold")
```

Output:

```
temperature: 77.35 K
saturation pressure p0: 101.3 kPa
surface tension: 8.85 mN/m
liquid molar volume: 34.7 cm3/mol
gas constant: 8.3145 J/(mol K)
RT: 643.1 J/mol
length a = 2 gamma V_L/(RT): 0.9550 nm
film constant C: 0.2218 nm3
relative pressure x: 0.70
L = ln(1/x): 0.3567
Kelvin core radius r_K: 2.678 nm
Halsey film thickness t: 0.854 nm
pore radius r_p = r_K + t: 3.531 nm
pore diameter: 7.06 nm
pore radius in angstrom: 35.3 A
film share of pore section: 42.5 %
error if film is left out: -24.2 %
liquid pressure: -6.51 MPa
slope dr_p/dx: 11.86 nm
r_p change for 0.01 in x: 0.119 nm
table: x, r_K, t, r_p, DBdB radius (nm), r_p shortfall (%)
  0.50 1.378 0.684 2.062 2.519 18.1
  0.70 2.678 0.854 3.531 4.148 14.9
  0.90 9.064 1.282 10.346 11.370 9.0
DBdB pore radius, blind pore: 4.148 nm
DBdB pore diameter: 8.30 nm
DBdB film thickness: 1.029 nm
DBdB core radius: 3.119 nm
shift from film force: +0.617 nm
open pore, factor-1 core radius: 1.339 nm
open pore, factor-1 sum: 2.192 nm
open pore, film stability limit: 3.130 nm
second virial coefficient (LJ): -231 cm3/mol
shift from vapour non-ideality: +0.086 nm
shift from dropped pressure term: +0.012 nm
assumed liquid compressibility: 3.0 1/GPa
shift from compressibility: +0.027 nm
assumed Tolman length size: 0.05 nm
shift, Tolman length positive: -0.104 nm
shift, Tolman length negative: +0.097 nm
Harkins-Jura thickness: 0.861 nm
shift from Harkins-Jura curve: +0.007 nm
heat of vaporization: 5.6 kJ/mol
true x if sample is 0.1 K warmer: 0.6922
shift from 0.1 K warmer sample: -0.091 nm
all assertions hold
```
